# Choosing the settings of a Gillespie simulation of wafer cleaning

## Definitions and conventions

One face of a wafer sits in a cleaning bath. \(N(t)\) is the number of particles attached to it at time \(t\), and \(P_n(t)\) is the probability that \(N(t)=n\). The model has three parameters:

- \(\lambda\), the deposition rate, in particles per second per wafer face;
- \(\mu\), the removal rate of each attached particle, in s\(^{-1}\);
- \(n_0\), the fixed count at \(t=0\).

Two abbreviations recur: \(a=\lambda/\mu\), a pure number, and \(p=e^{-\mu t}\), the probability that a given particle is still attached after a time \(t\).

Particles arrive singly, at a rate that does not depend on \(N\). Each leaves independently of the others, with the same constant \(\mu\). This excludes crowding, clusters, a drifting bath and differences in adhesion. A removed particle that returns to the surface at once does not count as removed, so \(\mu\) is a net rate. The others are assumed to reach the bath in a time much shorter than \(1/\mu\).

In a short time \(dt\) a wafer holding \(n\) particles gains one with probability \(\lambda\,dt\) and loses one with probability \(\mu n\,dt\); two events have probability of order \(dt^2\). Collecting the ways into and out of state \(n\) gives the master equation

\[
\frac{dP_n}{dt}=\lambda P_{n-1}+\mu(n+1)P_{n+1}-(\lambda+\mu n)P_n ,\qquad P_{-1}=0. \tag{1}
\]

The user of a simulation of (1) must choose how time advances, when the count is read, how many runs are made, how long they last and how averages are weighted. The sections below treat these choices with the help of exact results for (1).

## Time advance: event by event

Give deposition one random clock and each of the \(n\) particles another. A clock of constant rate \(k\) has not rung by time \(s\) with probability \(e^{-ks}\). Since \(e^{-k(s+u)}/e^{-ks}=e^{-ku}\), a clock that has not rung behaves as if new, and all clocks may be restarted after every event.

With \(R_n=\lambda+\mu n\), the probability that none has rung by time \(s\) is \(e^{-\lambda s}(e^{-\mu s})^n=e^{-R_ns}\). The probability that the first event falls between \(s\) and \(s+ds\) and is a deposition is

\[
\lambda e^{-\lambda s}ds\;e^{-\mu ns}=\frac{\lambda}{R_n}\;R_ne^{-R_ns}ds . \tag{2}
\]

The right side is a product. The waiting time is therefore exponential with rate \(R_n\), and the event is a deposition with probability \(\lambda/R_n\), independently of the wait. Two random numbers replace \(n+1\) clocks. The Gillespie algorithm for one wafer is:

1. Set \(n=n_0\). Draw \(u\) uniformly from \((0,1)\) and set the next event time to \(t_{\rm next}=-\ln u/R_n\).
2. For each observation time \(t_{\rm obs}\), in increasing order, repeat step 3 while \(t_{\rm next}\le t_{\rm obs}\); then record \(n\).
3. Draw a new uniform number \(v\). If \(vR_n<\lambda\), raise \(n\) by one; otherwise lower it by one. With the new \(n\), draw a new \(u\) and add \(-\ln u/R_n\) to \(t_{\rm next}\).

The logarithm gives the right wait because \(-\ln u/R_n>s\) means \(u<e^{-R_ns}\), which has probability \(e^{-R_ns}\). At \(n=0\) the rule always selects deposition, so the count cannot become negative. The recorded value is the count held at \(t_{\rm obs}\), before the pending event takes place.

A fixed time step \(h\) is the alternative: remove each particle with probability \(\mu h<1\), then add a Poisson number of mean \(\lambda h\). An initial particle then survives to time \(t\) with probability

\[
(1-\mu h)^{t/h}=\exp\!\left[\frac th\ln(1-\mu h)\right]\approx e^{-\mu t}\,e^{-\mu^2ht/2},
\]

from \(\ln(1-x)\approx-x-x^2/2\). The surviving fraction has a small relative error only if \(\mu^2ht/2\ll1\). The stationary mean does not reveal the error: setting \(m=m(1-\mu h)+\lambda h\) gives \(m=a\) for any permitted \(h\). This scheme must therefore be checked on a quantity resolved in time, the transient or the stationary covariance. The order of the substeps matters: adding before removing gives \(m=a(1-\mu h)\), and the error then shows in the stationary mean too. The event-driven algorithm has no step to converge.

## The transient mean

Multiply (1) by \(n\) and sum over \(n\). Shifting the summation index in the gain terms gives

\[
\lambda\sum_n\big[(n+1)-n\big]P_n=\lambda,\qquad
\mu\sum_n\big[(n-1)n-n^2\big]P_n=-\mu m ,
\]

where \(m(t)=\sum_n nP_n\). Hence \(dm/dt=\lambda-\mu m=-\mu(m-a)\). The difference \(m-a\) decays exponentially from \(n_0-a\):

\[
m(t)=a+(n_0-a)e^{-\mu t}=n_0p+a(1-p). \tag{3}
\]

At short times \(m\approx n_0+(\lambda-\mu n_0)t\). A wafer that enters with fewer than \(a\) particles gets dirtier on average. At long times \(m\to a\), a floor that longer cleaning does not lower.

## The whole distribution

Define the generating function \(G(z,t)=\sum_n z^nP_n(t)\) for \(0\le z\le1\). Multiply (1) by \(z^n\) and sum. The deposition terms give \(\lambda(z-1)G\). The removal terms give \(\mu(1-z)\,\partial G/\partial z\), because \(\sum_n(n+1)z^nP_{n+1}=\partial G/\partial z\) and \(\sum_n nz^nP_n=z\,\partial G/\partial z\). Thus

\[
\frac{\partial G}{\partial t}-\mu(1-z)\frac{\partial G}{\partial z}=-\lambda(1-z)G . \tag{4}
\]

Let \(z\) move with time so that \(dz/dt=-\mu(1-z)\). The left side is then the total derivative \(dG/dt\) along the path, and \(1-z\) grows as \(e^{\mu t}\). A path that ends at \(z\) at time \(t\) began at \(z_0\) with \(1-z_0=(1-z)p\), that is, \(z_0=1+(z-1)p\). Along it,

\[
G(z,t)=G(z_0,0)\exp\!\left[-\lambda(1-z_0)\int_0^t e^{\mu s}ds\right].
\]

The integral is \((e^{\mu t}-1)/\mu=(1-p)/(\mu p)\). With \(1-z_0=(1-z)p\) the exponent becomes \(-a(1-z)(1-p)\). The fixed start means \(G(z_0,0)=z_0^{n_0}\), so

\[
G(z,t)=\big[1+(z-1)p\big]^{n_0}\,\exp\!\big[a(1-p)(z-1)\big]. \tag{5}
\]

The first factor belongs to a binomial count: each of \(n_0\) original particles survives with probability \(p\). The second belongs to a Poisson count of mean \(a(1-p)\): particles that arrived later and are still there. A product of generating functions describes the sum of independent counts, so their variances add:

\[
V(t)=n_0p(1-p)+a(1-p)=m(t)-n_0p^2 . \tag{6}
\]

For \(n_0>0\) the variance at finite time is below the mean, and the transient is narrower than a Poisson distribution. The fixed initial count causes this. If the initial count is itself Poisson with mean \(\nu\), averaging \(z_0^{n_0}\) over it gives \(e^{\nu(z_0-1)}=e^{\nu p(z-1)}\), and the count is Poisson at all times with mean \(\nu p+a(1-p)\). The choice between a fixed and a random start thus changes the early spread, even when the mean is the same.

As \(p\to0\), (5) tends to \(e^{a(z-1)}\) for every \(n_0\): the stationary law is Poisson with mean \(a\). Equation (1) gives it directly too. Let \(J_n=\lambda\pi_n-\mu(n+1)\pi_{n+1}\) be the net flow from \(n\) to \(n+1\) in the stationary state. Equation (1) then reads \(0=J_{n-1}-J_n\). Since \(J_{-1}=0\), every \(J_n\) vanishes, and

\[
\pi_{n+1}=\frac{a}{n+1}\pi_n\quad\Rightarrow\quad \pi_n=e^{-a}\frac{a^n}{n!}, \tag{7}
\]

where \(e^{-a}\) makes the sum equal to one. Final counts fix only the ratio \(\lambda/\mu\); the separate rates require counts resolved in time, such as the transient.

## Run length, number of runs and weighting

**Discarding the transient.** If \(n_0>(1+\epsilon)a\), (3) puts the mean within a fraction \(\epsilon\) of the floor after

\[
t_\epsilon=\frac1\mu\ln\frac{n_0-a}{\epsilon a}. \tag{8}
\]

**Independent runs.** The mean of \(M\) runs has standard error \(\sqrt{V/M}\). At the floor \(V=a\), so a relative standard error \(\epsilon\) needs \(M=1/(a\epsilon^2)\) runs. For large \(M\), the sample variance has squared standard error \((\mu_4-V^2)/M\), where \(\mu_4\) is the fourth central moment. For the Poisson law \(\mu_4=a+3a^2\), which gives \((a+2a^2)/M\).

**One long run.** Given \(n\) particles now, (3) predicts \(a+(n-a)e^{-\mu\tau}\) after a time \(\tau\). Multiplying by \(n-a\) and averaging over the stationary law gives the covariance \(C(\tau)=ae^{-\mu\tau}\). The time average over a stationary run of length \(T\) has variance

\[
\frac{2}{T^2}\int_0^T(T-\tau)C(\tau)\,d\tau
=\frac{2a}{\mu T}\left[1-\frac{1-e^{-\mu T}}{\mu T}\right]\approx\frac{2a}{\mu T}
\quad(\mu T\gg1). \tag{9}
\]

For the mean, one long run is worth \(\mu T/2\) independent wafers. It contains about \(2\lambda T\) events, since depositions and removals balance, so each equivalent wafer costs \(4a\) events. A separate run from \(n_0\) to time \(t\) costs on average \(\lambda t\) depositions and \(\lambda t+n_0-m(t)\) removals. The long run does not sample the transient from \(n_0\), although the decay of \(C(\tau)\) does reveal \(\mu\).

**Weighting.** In a long run each count must be weighted by the time for which it was held. A visit to state \(n\) lasts \(1/R_n\) on average, so the number of visits is proportional to \(\pi_nR_n\). If every event gets equal weight, the average count is

\[
\frac{\sum_n n\pi_n(\lambda+\mu n)}{\sum_n\pi_n(\lambda+\mu n)}
=\frac{\lambda a+\mu(a+a^2)}{2\lambda}
=\frac{a+1+a}{2}=a+\tfrac12 . \tag{10}
\]

Here \(\langle n^2\rangle=a+a^2\) and \(\mu a=\lambda\) were used. Crowded states change sooner and are overcounted. The bias does not fall with run length, and its relative size \(1/(2a)\) is largest for clean wafers.

## Worked example: a 300 mm wafer

The bath is water at 298 K with viscosity 0.89 mPa s, holding \(c=20\) particles per cm\(^3\) of diameter 100 nm. They cross a still film of thickness \(\delta=10\) µm and stick on contact. The Stokes–Einstein relation \(D=k_BT_{\rm bath}/(6\pi\eta r)\), with radius \(r\) and viscosity \(\eta\), gives \(D=4.905\times10^{-8}\) cm\(^2\)/s. In steady diffusion the concentration rises linearly from zero at the wafer to \(c\) at the film's edge, so the flux is \(Dc/\delta\). Extra drag on a particle close to the wafer, which would lower the rate by roughly 3 to 5%, depending on the short-range attraction, is neglected. For a face of area \(A=706.9\) cm\(^2\),

\[
\lambda=\frac{AcD}{\delta}=\frac{706.9\times20\times4.905\times10^{-8}}{10^{-3}}\ {\rm s^{-1}}\approx0.693\ {\rm s^{-1}} .
\]

With \(\mu=0.05\) s\(^{-1}\) the floor is \(a=13.87\) particles. A constant \(\mu\) requires that removed particles be carried out of the film quickly. Diffusion across it is not fast beside \(1/\mu=20\) s. The mean crossing time is \(\delta^2/(2D)=10\) s if the wafer reflects the particle, and \(\delta^2/(6D)=3.4\) s for those that escape from a wafer on which the others stick again. If particles released close to a sticky wafer left by diffusion alone, (3) would not describe the transient accurately: at the same floor the late decay rate would be about 0.037 s\(^{-1}\) instead of 0.05 s\(^{-1}\), and the mean at 60 s about 28 instead of 23. The wafer enters with \(n_0=200\). From (8), the mean is within 10% of the floor after \(20\ln(186.1/1.387)=98\) s.

An ensemble of 8000 simulated wafers gives the following means and variances. "Theory" refers to (3) and (6).

| \(t\) (s) | mean, theory | mean, simulated | variance, theory | variance, simulated |
|---|---|---|---|---|
| 10 | 126.76 | 126.69 | 53.19 | 53.16 |
| 30 | 55.40 | 55.45 | 45.44 | 47.04 |
| 60 | 23.14 | 23.08 | 22.64 | 23.13 |
| 120 | 14.33 | 14.35 | 14.33 | 14.48 |
| 240 | 13.87 | 13.81 | 13.87 | 13.38 |

The standard errors of the means fall from 0.08 to 0.04, and every simulated mean lies within 1.6 of them. At 10 s the variance is 0.42 of the mean. A chi-square test of the whole distribution at that time accepts (5), with a probability of 0.61 for a deviation at least as large, and rejects a Poisson law of the same mean, with a probability below \(10^{-10}\).

Two variances agree less closely. At 30 s the law is nearly Gaussian, so \(\mu_4\approx3V^2\) and the variance has standard error about \(45.44\sqrt{2/8000}=0.72\); it lies 2.2 of these above theory. At 240 s the variance has standard error \(\sqrt{(13.87+2\times13.87^2)/8000}=0.22\) and lies 2.2 of these below theory. The fraction of wafers with more than 20 particles at 240 s is 0.0387, against 0.0443 from the Poisson law; this is 2.4 standard errors of 0.0023. Both figures for 240 s come from the same 8000 counts, so they are not independent evidence. The chi-square test gives a probability of 0.09, which does not reject the Poisson law.

A check without sampling noise settles the formulas themselves. Equation (1), cut off at 320 particles and solved with a matrix exponential, agrees with (5) at all five times to within \(4.1\times10^{-15}\) in every probability. Its stationary solution, cut off at 80, agrees with (7) to within \(3.1\times10^{-16}\). The ensemble tests the simulation, to the resolution of its standard errors.

One long run of \(10^6\) events lasted \(7.205\times10^5\) s. Its time-weighted mean is 13.84, with a standard error of 0.03 from (9). Equal weight per event gives 14.35, in line with \(a+\tfrac12=14.37\).

For a 1% standard error of the floor, \(1/(13.87\times10^{-4})\approx720\) independent wafers are needed. Run from \(n_0=200\) to 240 s, each costs about \(2\times0.693\times240+200-14\approx519\) events. The long run needs \(4a\approx55\) events per equivalent wafer, about nine times fewer. This comparison holds for the stationary mean and these two protocols.

## What the model leaves out

**Unequal adhesion.** Let a fraction \(f_i\) of the particles, initial and arriving alike, have removal rate \(\mu_i\). The classes have independent clocks, so (3) applies to each, with initial mean \(f_in_0\) and deposition rate \(f_i\lambda\). At the floor each class is Poisson. A product of factors \(e^{a_i(z-1)}\) has the same form, so the total is Poisson too, with mean \(\lambda\sum_if_i/\mu_i\). If 5% of the particles leave ten times more slowly, the floor becomes \(13.87\,(0.95+0.05\times10)=20.1\). At 120 s the mean is 22.2 instead of 14.3. A Poisson final count is thus no evidence for a single removal rate.

**Unequal baths.** If the floor differs between wafers because \(c\) varies with relative standard deviation \(s\), the variance is the average Poisson variance plus the variance of the floors, \(a+a^2s^2\). For half the wafers at \(0.7c\) and half at \(1.3c\), \(s=0.3\) and the variance is 31.2, or 2.25 times the mean. A variance well above the mean in final counts points away from identical wafers with independent particles: the baths may differ, or particles may arrive in clusters.

**Filling of the film.** At immersion the film holds concentration \(c\) throughout. The excess over the steady profile is \(u(x,0)=c(1-x/\delta)\), with \(x\) the distance from the wafer. It obeys the diffusion equation and vanishes at both edges. Put \(w=1-x/\delta\), for which \(w''=0\). Two integrations by parts give

\[
\frac{d}{dt}\int_0^\delta uw\,dx=D\int_0^\delta u''w\,dx=D\big[u'w-uw'\big]_0^\delta=-Du'(0,t),
\]

which is minus the excess flux onto the wafer. The total excess is therefore \(A\int_0^\delta u(x,0)\,w\,dx=Ac\delta/3=4.7\) particles. Treated as deposited at \(t=0\), about 0.2 of them remain at 60 s, or 1% of the mean then.

**Liquid carried out.** Each micrometre of liquid at the bath concentration \(c\) left on the wafer holds \(cA\times10^{-4}\,{\rm cm}=1.4\) particles. If all stay behind on drying, a 10 µm film of it adds about 14. If the liquid left behind is the still film itself, the concentration of arriving particles in it rises linearly from zero to \(c\), and they number half as many, about 7. Removed particles still crossing the film add to these. If they leave by diffusion alone, the inward and outward fluxes cancel at the floor, the concentration is \(c\) throughout, and the total is again about 14. Either number is comparable with the floor. These particles arrive after the process described by \(N(t)\) and must be added separately.

**Shared bath and crowding.** If 50 wafers each release the initial particles of one face into 40 L of unfiltered liquid, \(c\) rises by \(50\times200/40000=0.25\) per cm\(^3\), or 1.25%, and the floor rises in proportion. The initial particles cover \(2\times10^{-11}\) of the face, so blocking of sites is negligible.

## Beside a real bath

The parameters are illustrative values, not measurements, for a megasonic bath at room temperature. A concentration of 20 per cm\(^3\) is high for ultrapure rinse water and stands for a loaded, recirculated bath. Without long-range attraction or settling under gravity, sticking on contact gives the largest steady deposition rate that this film allows. Opposite charges can raise the rate: in very pure water their attraction reaches over micrometres, and surface potentials of some tens of millivolts can then roughly double it. Dissolved carbon dioxide or other ions shorten this reach and make the gain much smaller. Where particle and surface carry like charges, fewer approaches end in attachment, and \(\lambda\) and \(a\) fall by the same factor if \(\mu\) is unchanged. Removal rates depend on particle size, adhesion and acoustic power, so a single \(\mu\) is open to doubt. So is the film thickness, which depends on flow and acoustic streaming. For these particles, laminar flow along a 30 cm plate gives an effective film of about 14 µm at 1 m/s and about 40 µm at 0.1 m/s, so 10 µm presumes strong flow or streaming. At fixed \(\mu\) the floor varies as \(1/\delta\): a film of 5 µm would give about 28 particles, one of 20 µm about 7. This holds only if removal does not depend on the film. A particle that is released a small distance \(\ell\) from the wafer and must diffuse out escapes with probability \(\ell/\delta\); then \(\mu\) varies as \(1/\delta\) too, and the floor does not depend on \(\delta\). The assumed 5% class alone moves the floor from 13.9 to 20.1, far more than the statistical error of the simulation. More runs do not reduce that uncertainty; cleaning curves resolved in time do, since slow classes show up as a late tail. The numerical output below lists the values used here.

## Numbers as computed

```
temperature 298 K, viscosity 0.89 mPa s
particle diameter 100 nm, bath 20 per cm3
diffusion film 10 um, wafer face 706.9 cm2
diffusivity D = 4.905e-08 cm2/s
deposition rate lam = 0.6934 per s per wafer
removal rate mu = 0.050 per s, 1/mu = 20 s
initial count n0 = 200, stationary mean a = 13.869
clock test, n = 14: total rate 1.3934 per s
  mean wait: clocks 0.7144 s, formula 0.7177 s
  deposition first: clocks 0.4977, formula 0.4976
Gillespie ensemble: 8000 wafers
t/s: mean formula, simulated, std error; variance formula, simulated
   10:  126.763  126.693  0.082;  53.187  53.162
   30:   55.400   55.451  0.077;  45.443  47.035
   60:   23.135   23.084  0.054;  22.640  23.126
  120:   14.330   14.354  0.043;  14.329  14.475
  240:   13.870   13.806  0.041;  13.870  13.380
variance/mean at 10 s, formula: 0.420
chi-square p, 10 s, binomial+Poisson: 0.605
chi-square p, 10 s, plain Poisson below 1e-10: True
chi-square p, 240 s, Poisson(a): 0.088
master equation, largest probability error, transient: 4.1e-15
master equation, largest probability error, stationary: 3.1e-16
covariance at lag 20 s: 5.102 (particles squared)
time to mean = 1.1 a: 98.0 s
P(N > 20): Poisson 0.0443, simulated at 240 s 0.0387
long run: 1000000 events, 7.205e+05 s
  time-weighted mean 13.844, std error 0.028
  event-weighted mean 14.351, formula a+1/2 = 14.369
strongly held share 0.05, removal rate 0.0050 per s
  mean at 120 s: formula 22.23, simulated 22.20
  stationary mean: formula 20.11, at 2400 s 20.04
bath spread 0.3: stationary variance 31.18, variance/mean 2.25
film filling: extra particles 4.71, numerical 4.71
  left at 60 s, about 0.23
carried-out liquid: 1.41 particles per um of film
shared bath: 50 wafers, 40 L, concentration rise 1.25 %
covered area fraction at n0: 2.2e-11
```
